# Equalizing Backscattered Background with a Complementary Exposure in Electron-Beam Lithography: a numerical check

```python
"""GHOST proximity correction in electron-beam lithography.

Result under test: writing the complement of a pattern at relative incident
dose eta/(1+eta) equalizes the large-area background for any beam size.
A Gaussian correction beam leaves a small residual, given by error functions;
the beam that would leave none has to be negative somewhere.

Symbols: alpha, beta = forward and backscatter 1/e radii (micrometre),
eta = backscattered / forward energy, b = 1/e radius of the correction beam,
gamma^2 = beta^2 - alpha^2. Energy unit: level inside a large exposed area.
Background = all energy except the sharp forward part of the pattern.
"""
import numpy as np
from scipy.special import erf
from scipy.optimize import minimize_scalar

alpha, beta, eta = 0.1, 10.0, 0.75
gamma = np.sqrt(beta**2 - alpha**2)
dose = eta / (1 + eta)
target = eta / (1 + eta)

# ---------- direct simulation on a periodic line ----------
N, L = 32000, 320.0
dx = L / N
x = (np.arange(N) + 0.5 - N / 2) * dx
offset = np.fft.fftfreq(N, 1.0 / N) * dx


def gauss(s):
    return np.exp(-(offset / s)**2) / (s * np.sqrt(np.pi)) * dx


def conv(a, kernel):
    return np.fft.irfft(np.fft.rfft(a) * np.fft.rfft(kernel), N)


forward, backscatter = gauss(alpha), gauss(beta)
psf = (forward + eta * backscatter) / (1 + eta)


def expose(pattern, beam, d):
    """Return the sharp image and the background, by explicit convolution."""
    sharp = conv(pattern, forward) / (1 + eta)
    back = eta * conv(pattern, backscatter) / (1 + eta)
    back = back + d * conv(conv(1 - pattern, beam), psf)
    return sharp, back


def make_pattern(intervals):
    p = np.zeros(N)
    for left, right in intervals:
        p[(x > left) & (x < right)] = 1.0
    return p


# ---------- derived formulas ----------
def edge_residual(u, b, e=eta):
    """Background minus target at depth u inside a half-plane pattern."""
    mixed = erf(u / np.hypot(b, alpha)) + e * erf(u / np.hypot(b, beta))
    return e / (2 * (1 + e)) * (erf(u / beta) - mixed / (1 + e))


def lines_residual(u, intervals, b):
    total = np.zeros_like(u)
    for left, right in intervals:
        for shift in (-L, 0.0, L):
            total += edge_residual(u - left - shift, b)
            total -= edge_residual(u - right - shift, b)
    return total


depth = np.arange(0, 60, 0.02)


def worst_edge(b, e=eta):
    return np.max(np.abs(edge_residual(depth, b, e)))


def best_beam(e):
    return minimize_scalar(worst_edge, bounds=(0.4 * beta, 1.3 * beta),
                           args=(e,), method="bounded",
                           options={"xatol": 1e-5}).x


def worst_any_pattern(b):
    """Half the integral of |K| over the plane, by midpoint quadrature."""
    dr = 0.005
    r = (np.arange(20000) + 0.5) * dr

    def g2(s):
        return np.exp(-(r / s)**2) / (np.pi * s**2)
    mixed = (g2(np.hypot(b, alpha)) + eta * g2(np.hypot(b, beta))) / (1 + eta)
    K = eta / (1 + eta) * (g2(beta) - mixed)
    assert abs(np.sum(2 * np.pi * r * K) * dr) < 1e-6
    return 0.5 * np.sum(2 * np.pi * r * np.abs(K)) * dr


# ---------- the dose, solved from simulated backgrounds ----------
pad = make_pattern([(-80, 80)])
solved_doses = []
for b in (beta, 0.5 * beta):
    b0 = expose(pad, gauss(b), 0.0)[1]
    slope = expose(pad, gauss(b), 1.0)[1] - b0
    inside, outside = N // 2, 0
    d = (b0[inside] - b0[outside]) / (slope[outside] - slope[inside])
    solved_doses.append(d)
    assert abs(d - dose) < 1e-9

# ---------- beam choices ----------
b_custom = beta / (1 + eta)**0.25
b_slow = gamma / np.sqrt(1 + eta)
b_best = best_beam(eta)
scan = [worst_edge(b) for b in np.arange(4, 13, 0.1)]
assert worst_edge(b_best) <= min(scan) + 1e-5
for e in (0.3, 0.75, 1.5):
    assert best_beam(e) < beta
    assert worst_edge(best_beam(e), e) < worst_edge(beta, e)
assert np.all(edge_residual(depth[1:1500], beta) > 0)

# ---------- layout: space in pad, grating, isolated line ----------
layout = [(-145, -110.5), (-109.5, -75), (109.5, 110.5)]
layout += [(c - 0.5, c + 0.5) for c in range(-34, 35, 2)]
P = make_pattern(layout)
for b in (beta, b_custom, b_slow):
    simulated = expose(P, gauss(b), dose)[1][::40] - target
    # tolerance covers the midpoint error of the grid
    assert np.max(np.abs(simulated - lines_residual(x[::40], layout, b))) < 1e-6

# ---------- slowly varying density ----------
q = 2 * np.pi / L
density = 0.5 * (1 + np.cos(q * x))
curvature = -0.5 * q**2 * np.cos(q * x)
slow_sim = expose(density, gauss(beta), dose)[1] - target
slow_law = -eta / (4 * (1 + eta)) * (beta**2 - gamma**2 / (1 + eta)) * curvature
# 2 per cent: the next order in (q*beta)^2 is left out of the law
assert np.max(np.abs(slow_sim - slow_law)) < 0.02 * np.max(np.abs(slow_law))
slow_matched = expose(density, gauss(b_slow), dose)[1] - target
assert np.max(np.abs(slow_matched)) < 0.01 * np.max(np.abs(slow_sim))

# ---------- the beam that would flatten every pattern ----------
nodes, weights = np.polynomial.legendre.leggauss(240)
k_nodes = 0.5 * (nodes + 1) * 14 / gamma
k_weights = 0.5 * weights * 14 / gamma


def ideal_profile(u, e):
    """Line-integrated ideal beam, by Fourier quadrature."""
    spectrum = (1 + e) / (np.exp((gamma * k_nodes)**2 / 4) + e)
    return np.cos(np.outer(u, k_nodes)) @ (k_weights * spectrum) / np.pi


ideal = ideal_profile(np.abs(offset), eta) * dx
assert abs(ideal.sum() - 1) < 1e-8
assert np.max(np.abs(expose(P, ideal, dose)[1] - target)) < 1e-8
u = np.arange(0, 60, 0.02)
far = np.linspace(45, 60, 200)
for e in (0.1, 0.3, 0.75, 1.5):
    assert ideal_profile(u, e).min() < -1e-6
k0 = 2 / gamma * np.sqrt(np.log(eta) + 1j * np.pi)
pole_term = -4j * (1 + eta) / (eta * gamma**2 * k0) * np.exp(1j * k0 * far)
difference = np.abs(ideal_profile(far, eta) - pole_term.real)
# farther poles still contribute below one part in two hundred here
assert np.max(difference / np.abs(pole_term)) < 0.005
profile = ideal_profile(u, eta)
first_negative = u[np.argmax(profile < 0)]
deepest = profile.min() / profile[0]

# ---------- bound for all patterns, in two dimensions, alpha -> 0 ----------
n2, h2 = 512, 0.2
o2 = np.fft.fftfreq(n2, 1.0 / n2) * h2
rr = o2[:, None]**2 + o2[None, :]**2
G = np.fft.fft2(np.exp(-rr / beta**2) / (np.pi * beta**2) * h2**2)


def residual_2d(p):
    direct = np.fft.ifft2(np.fft.fft2(p) * G).real * eta / (1 + eta)
    ghost = np.fft.ifft2(np.fft.fft2(1 - p) * G * (1 + eta * G)).real
    return direct + dose * ghost / (1 + eta) - target


bound = eta**2 / (4 * (1 + eta)**2)
disc_radius = beta * np.sqrt(2 * np.log(2))
disc_value = residual_2d((rr < disc_radius**2).astype(float))[0, 0]
assert abs(disc_value - bound) < 1e-4      # staircase rim of the disc
assert abs(worst_any_pattern(beta) - bound) < 1e-4
rng = np.random.default_rng(1)
for _ in range(6):
    noise = np.fft.fft2(rng.standard_normal((n2, n2)))
    blobs = (np.fft.ifft2(noise * G).real > 0).astype(float)
    assert np.max(np.abs(residual_2d(blobs))) < bound + 1e-5


# ---------- printed widths ----------
def width(E, level, centre, sign):
    """Width of the region around centre where sign*(E-level) > 0."""
    f = sign * (E - level)
    i = int((centre + L / 2) / dx)
    r = i + np.argmax(f[i:] < 0)
    m = i - np.argmax(f[i::-1] < 0)
    right = x[r - 1] + dx * f[r - 1] / (f[r - 1] - f[r])
    left = x[m + 1] - dx * f[m + 1] / (f[m + 1] - f[m])
    return right - left


features = [("space in pad", -110.0, -1), ("grating line", 0.0, 1),
            ("isolated line", 110.0, 1)]
E_plain = sum(expose(P, gauss(b_custom), 0.0))
E_ghost = sum(expose(P, gauss(b_custom), dose))
level_plain = (0.5 + eta / 2) / (1 + eta)
level_ghost = (0.5 + eta) / (1 + eta)
rows = []
for name, c, sign in features:
    rows.append((name, np.interp(c + 0.5, x, E_plain),
                 np.interp(c + 0.5, x, E_ghost),
                 1000 * width(E_plain, level_plain, c, sign),
                 1000 * width(E_ghost, level_ghost, c, sign)))
plain_widths = [row[3] for row in rows]
assert max(plain_widths) - min(plain_widths) > 100
assert all(abs(row[4] - 1000) < 2 for row in rows)
assert all(abs(row[2] - level_ghost) < 2e-3 for row in rows)


def contrast(E):
    part = E[np.abs(x) < 1.0]
    return (part.max() - part.min()) / (part.max() + part.min())


c_plain, c_ghost = contrast(E_plain), contrast(E_ghost)
assert abs(c_plain - 1 / (1 + eta)) < 2e-3
assert abs(c_ghost - 1 / (1 + 2 * eta)) < 2e-3

# ---------- a space at the worst depth inside a pad edge ----------
worst_rows = []
for b in (beta, b_custom):
    where = round(depth[np.argmax(np.abs(edge_residual(depth, b)))], 1)
    c = -80 + where
    cut = [(-80, c - 0.5), (c + 0.5, 80)]
    E = sum(expose(make_pattern(cut), gauss(b), dose))
    measured = 1000 * (width(E, level_ghost, c, -1) - 1)
    ends = np.array([c - 0.5, c + 0.5])
    shifts = np.sqrt(np.pi) * alpha * (1 + eta) * lines_residual(ends, cut, b)
    predicted = -1000 * shifts.sum()
    assert abs(measured - predicted) < 0.1   # first-order law, in nm
    worst_rows.append((b, where, measured, predicted))

# ---------- output ----------
print(f"alpha = {alpha:.2f} um, beta = {beta:.1f} um, eta = {eta:.2f}")
print(f"gamma = {gamma:.4f} um")
print(f"relative dose eta/(1+eta) = {dose:.5f}")
print(f"dose solved by simulation, b = beta:   {solved_doses[0]:.5f}")
print(f"dose solved by simulation, b = beta/2: {solved_doses[1]:.5f}")
print(f"uncorrected background range: 0 to {target:.5f}")
print("Residual background (large-area level = 1):")
for name, b in (("beta", beta), ("customary", b_custom),
                ("slow-density", b_slow), ("best at edge", b_best)):
    print(f" {name}: b = {b:.3f} um, edge max {worst_edge(b):.5f},"
          f" any pattern {worst_any_pattern(b):.5f}")
print(f"closed bound, b = beta, alpha -> 0: {bound:.5f}")
print(f"disc radius reaching it: {disc_radius:.3f} um")
print(f"disc centre residual, 2D simulation: {disc_value:.5f}")
print(f"slow density, period {L:.0f} um, b = beta:")
print(f" max residual simulated {np.max(np.abs(slow_sim)):.3e}")
print(f" max residual from law  {np.max(np.abs(slow_law)):.3e}")
print(f" simulated, slow-density beam {np.max(np.abs(slow_matched)):.3e}")
print("Ideal signed beam, line-integrated profile:")
print(f" pole k0 = {k0.real:.4f} + {k0.imag:.4f} i per um")
print(f" first negative at x = {first_negative:.2f} um")
print(f" minimum / central value = {deepest:.5f}")
print(f"print level: uncorrected {level_plain:.5f}, GHOST {level_ghost:.5f}")
print("Features of nominal width 1000 nm, customary beam:")
for name, e0, e1, w0, w1 in rows:
    print(f" {name}: edge level {e0:.4f} -> {e1:.4f}")
    print(f"   width {w0:.1f} nm -> {w1:.1f} nm")
print(f"grating contrast: {c_plain:.4f} -> {c_ghost:.4f}")
print("1000 nm space at worst depth inside a pad edge:")
for b, where, measured, predicted in worst_rows:
    print(f" b = {b:.3f} um, depth {where:.1f} um:")
    print(f"   width error {measured:.2f} nm, first order {predicted:.2f} nm")
print("finished without a failed check")
```

Output:

```
alpha = 0.10 um, beta = 10.0 um, eta = 0.75
gamma = 9.9995 um
relative dose eta/(1+eta) = 0.42857
dose solved by simulation, b = beta:   0.42857
dose solved by simulation, b = beta/2: 0.42857
uncorrected background range: 0 to 0.42857
Residual background (large-area level = 1):
 beta: b = 10.000 um, edge max 0.01525, any pattern 0.04593
 customary: b = 8.694 um, edge max 0.00544, any pattern 0.01833
 slow-density: b = 7.559 um, edge max 0.00735, any pattern 0.03175
 best at edge: b = 8.057 um, edge max 0.00283, any pattern 0.02188
closed bound, b = beta, alpha -> 0: 0.04592
disc radius reaching it: 11.774 um
disc centre residual, 2D simulation: 0.04592
slow density, period 320 um, b = beta:
 max residual simulated 8.726e-04
 max residual from law  8.853e-04
 simulated, slow-density beam 2.413e-06
Ideal signed beam, line-integrated profile:
 pole k0 = 0.2395 + 0.2624 i per um
 first negative at x = 16.60 um
 minimum / central value = -0.01501
print level: uncorrected 0.50000, GHOST 0.71429
Features of nominal width 1000 nm, customary beam:
 space in pad: edge level 0.6902 -> 0.7138
   width 863.3 nm -> 1000.3 nm
 grating line: edge level 0.5000 -> 0.7143
   width 1000.0 nm -> 1000.0 nm
 isolated line: edge level 0.3098 -> 0.7148
   width 863.3 nm -> 1000.3 nm
grating contrast: 0.5714 -> 0.4000
1000 nm space at worst depth inside a pad edge:
 b = 10.000 um, depth 8.3 um:
   width error -7.56 nm, first order -7.56 nm
 b = 8.694 um, depth 11.5 um:
   width error -3.07 nm, first order -3.07 nm
finished without a failed check
```
